# When the Dudarev correction vanishes, and how it shifts levels

A calculation of atomic layer deposition on titania compares surfaces before and after a ligand has bound to a Ti site. One has to decide whether to add a Hubbard correction to the 3d orbitals, and whether a change in the reaction energy should then be expected or only a change in the levels. The answer to the second question depends on one matrix, the occupation matrix of the d orbitals. If it is idempotent in the uncorrected ground state, the spherically averaged correction treated here moves levels and, at fixed geometry, leaves the energy alone. If not, energy differences can change too.

## One orbital

Take one localised spin-orbital with mean occupation \(\nu\) between 0 and 1. An electron does not repel itself, so the true interaction energy is zero. A mean-field expression that counts pairs with the mean number gives instead
\[
\tfrac12U\nu(\nu-1)-\tfrac12J\nu(\nu-1)=-\tfrac12U_{\rm eff}\,\nu(1-\nu),\qquad U_{\rm eff}=U-J .
\]
Here \(U\) is the averaged Coulomb energy and \(J\) the averaged exchange energy of the shell. The correction is the true value minus the mean-field one:
\[
E_U=\tfrac12U_{\rm eff}\,\nu(1-\nu),\qquad \frac{dE_U}{d\nu}=U_{\rm eff}\left(\tfrac12-\nu\right).
\]
The energy vanishes at \(\nu=0\) and \(\nu=1\), but its slope there is \(+U_{\rm eff}/2\) and \(-U_{\rm eff}/2\). The slope acts as a potential on the orbital. This is how a correction of zero energy can still move levels.

## A shell of orbitals

Let \(|m\rangle\) be orthonormal localised orbitals on one site and \(\hat N_\sigma=\sum_m c^\dagger_{m\sigma}c_{m\sigma}\) the number of electrons of spin \(\sigma\) in them, with \(\hat N=\hat N_\uparrow+\hat N_\downarrow\). The spherically averaged interaction is
\[
\hat W=\tfrac12U\hat N(\hat N-1)-\tfrac12J\sum_\sigma\hat N_\sigma(\hat N_\sigma-1).
\]
The double-counting energy is taken as the same function of the mean numbers. In the difference the linear terms cancel, which leaves
\[
E_U=\tfrac12U\left(\langle\hat N^2\rangle-\langle\hat N\rangle^2\right)-\tfrac12J\sum_\sigma\left(\langle\hat N_\sigma^2\rangle-\langle\hat N_\sigma\rangle^2\right).
\]
Assume a single determinant whose orbitals each have a definite spin. The two spin numbers are then uncorrelated, the variance of \(\hat N\) is the sum of the spin variances, and
\[
E_U=\tfrac12U_{\rm eff}\sum_\sigma{\rm Var}\,\hat N_\sigma .
\]
The correction is a price on fluctuations of the electron number in the shell.

To express the variance through the occupied orbitals \(\psi_{i\sigma}\), define
\[
n^\sigma_{mm'}=\sum_i\langle m|\psi_{i\sigma}\rangle\langle\psi_{i\sigma}|m'\rangle=\langle c^\dagger_{m'\sigma}c_{m\sigma}\rangle .
\]
For one spin, with its label dropped, Wick's theorem for a determinant gives
\[
\langle c_m^\dagger c_m c_{m'}^\dagger c_{m'}\rangle
=n_{mm}n_{m'm'}+\langle c_m^\dagger c_{m'}\rangle\langle c_m c_{m'}^\dagger\rangle
=n_{mm}n_{m'm'}+n_{m'm}(\delta_{mm'}-n_{mm'}).
\]
Summed over \(m\) and \(m'\), the first term is \(\langle\hat N_\sigma\rangle^2\). The second is the variance, \({\rm Tr}\,n-{\rm Tr}\,n^2\). Hence
\[
\boxed{E_U=\tfrac12U_{\rm eff}\sum_\sigma{\rm Tr}\left(n^\sigma-n^\sigma n^\sigma\right)}
\]
As a test, two random determinants were taken, with three spin-up and two spin-down electrons in six orbitals, three of them localised. For \(U=5\) eV and \(J=1\) eV, averaging \(\hat W\) over all configurations and subtracting the double counting gave 1.059243 eV. The trace formula gave the same value.

## When it vanishes

Let \(P\) project on the occupied states of one spin. An eigenvector of \(n\) is a normalised localised orbital \(\phi\), with eigenvalue
\[
\nu=\langle\phi|P|\phi\rangle=\|P\phi\|^2,\qquad 0\le\nu\le1 .
\]
In the eigenbasis, \(E_U=\frac12U_{\rm eff}\sum\nu(1-\nu)\). For \(U_{\rm eff}>0\) no term is negative, so the sum vanishes if and only if every \(\nu\) is 0 or 1, that is, if \(n^2=n\) for each spin.

Two cases with the same diagonal show why the whole matrix matters. If one electron fills \((|1\rangle+|2\rangle)/\sqrt2\), made of two orbitals on one site, then
\[
n=\tfrac12\begin{pmatrix}1&1\\1&1\end{pmatrix},\qquad n^2=n,\qquad E_U=0 .
\]
If instead \(n={\rm diag}(\frac12,\frac12)\), the trace is still 1, but \(E_U=\frac12U_{\rm eff}(\frac14+\frac14)=U_{\rm eff}/4\), or 1.0 eV for \(U_{\rm eff}=4\) eV. An integer number of electrons is not enough. The second case also covers one electron shared between two metal sites: each site has its own occupation matrix, and the coherence between sites enters neither.

## The potential

Vary the energy of one spin. Since the trace is cyclic,
\[
\delta E_U=\tfrac12U_{\rm eff}{\rm Tr}(\delta n-n\,\delta n-\delta n\,n)={\rm Tr}(V\delta n),\qquad V=U_{\rm eff}\left(\tfrac12-n\right).
\]
Inserting \(\delta n_{mm'}=\sum_i\left(\langle m|\psi_i\rangle\langle\delta\psi_i|m'\rangle+\langle m|\delta\psi_i\rangle\langle\psi_i|m'\rangle\right)\) shows that the Kohn-Sham Hamiltonian gains the operator \(\hat V=\sum_{mm'}|m\rangle V_{mm'}\langle m'|\). For an eigenvector \(\phi\) of \(n\),
\[
\langle\phi|\hat V|\phi\rangle=U_{\rm eff}\left(\tfrac12-\nu\right)=
\begin{cases}-U_{\rm eff}/2,&\nu=1,\\+U_{\rm eff}/2,&\nu=0.\end{cases}
\]
For \(U_{\rm eff}=4\) eV these are \(\mp2\) eV, or \(\mp0.0735\) hartree.

With the uncorrected Hamiltonian held fixed, they are shifts of the orbital's diagonal energy. They are then also shifts of a level if \(\phi\) is itself an eigenstate of that Hamiltonian, but in general not otherwise. A full orbital need not be one: \(\nu=1\) says that \(\phi\) lies in the occupied space, where it may be spread over several levels.

## The idempotent case in full

Suppose \(n\) is idempotent. For a full orbital \(\|P\phi\|=1\), so \(P\phi=\phi\); for an empty one \(P\phi=0\). Let \(Q_f\) and \(Q_e\) project on the full and empty localised orbitals. Then
\[
\hat V=-\tfrac12U_{\rm eff}Q_f+\tfrac12U_{\rm eff}Q_e,
\]
and \(\hat V\) does not connect occupied with empty states. The old occupied space therefore still solves the self-consistent equations: the density is unchanged, and so is the uncorrected Hamiltonian. A stronger statement follows for the energy. If \(P\) minimises the uncorrected energy \(E_0\) at fixed geometry, then for any other determinant \(P'\)
\[
E_0[P']+E_U[P']\ge E_0[P']\ge E_0[P]=E_0[P]+E_U[P].
\]
The first step needs \(U_{\rm eff}>0\). The corrected ground-state energy equals the uncorrected one.

Within the occupied space the Hamiltonian changes by \(-\frac12U_{\rm eff}Q_f\), whose eigenvalues lie between \(-U_{\rm eff}/2\) and 0. Each ordered level moves by an amount in the same range. The trace fixes the sum of the shifts at \(-U_{\rm eff}/2\) times the number of full localised orbitals. The empty levels behave in the same way with the opposite sign.

A random Hamiltonian with four occupied and four empty states, two full and two empty localised orbitals and \(U_{\rm eff}=4\) eV tests this. The occupied levels moved by \(-1.438\), \(-1.435\), \(-1.042\) and \(-0.085\) eV. None reached \(-2\) eV, yet they add up to \(-4\) eV, as two full orbitals require. The energy correction vanished and the occupied space did not change. With a generic localised space in the same system, \(E_U\) was 1.35 eV and the occupied space did change.

The sum of occupied eigenvalues falls although the total energy stays put. The two are reconciled by
\[
E_U=\sum_\sigma\left[{\rm Tr}(V^\sigma n^\sigma)+\tfrac12U_{\rm eff}{\rm Tr}(n^\sigma n^\sigma)\right].
\]
With \(N_f\) full orbitals the first term is \(-\frac12U_{\rm eff}N_f\) and the second \(+\frac12U_{\rm eff}N_f\).

## Hybridised orbitals on a surface site

In an oxide the formally empty d orbitals mix with filled ligand orbitals, so \(n\) is not idempotent. Consider a model site with one 3d electron, loosely patterned on five-coordinate Ti at a reduced titania surface. Each d orbital couples by a hopping \(t\) to its own ligand orbital at energy zero. The hoppings are chosen so that xy mixes least and holds the extra electron; they are not derived from a geometry. In a square pyramid with equal bonds, xy has four π neighbours and xz and yz have three each, so xy would mix more than they do and, in this model, the electron would enter xz or yz. The d level lies at 4.0 eV, lowered by 0.3 eV for spin up and raised by 0.3 eV for spin down. The uncorrected Hamiltonian is held fixed. For each orbital and spin,
\[
h=\begin{pmatrix}D&t\\t&0\end{pmatrix},\qquad E_\pm=\tfrac12\left(D\pm\sqrt{D^2+4t^2}\right),
\]
where \(D\) is the d level including \(U_{\rm eff}(\frac12-\nu)\). The d weight of a level is \(\partial E_\pm/\partial D\), because only the d diagonal element contains \(D\):
\[
w_\pm=\tfrac12\left(1\pm\frac{D}{\sqrt{D^2+4t^2}}\right).
\]

**The filled orbital.** The extra electron occupies the upper xy level with spin up, where \(t=0.5\) eV. Both xy levels are now filled, so \(\nu=w_++w_-=1\) in spite of the mixing. The correction lowers \(D\) from 3.7 to 1.7 eV, and
\[
E_+=\tfrac12\left(3.7+\sqrt{3.7^2+1}\right)=3.77\ {\rm eV}\;\to\;\tfrac12\left(1.7+\sqrt{1.7^2+1}\right)=1.84\ {\rm eV}.
\]
The shift is \(-1.93\) eV. Since \(E_++E_-=D\), the lower level takes the remaining \(-0.07\) eV.

**An empty orbital.** For xz with spin up, \(t=1.0\) eV and only the lower level is filled, so \(\nu=w_-\). This is 0.060 without the correction and 0.029 with it. At self-consistency \(D=3.7+4(0.5-0.029)=5.58\) eV, which puts the upper level at 5.76 eV. It has moved by \(+1.80\) eV. For x²−y², where \(t=2.2\) eV, \(\nu\) ends at 0.117 and the shift is only \(+1.31\) eV. Without hopping the shifts are \(-2\) and \(+2\) eV.

For weak corrections, with the uncorrected Hamiltonian fixed and the levels nondegenerate, perturbation theory gives
\[
\delta\varepsilon_i=\langle\psi_i|\hat V|\psi_i\rangle=U_{\rm eff}\sum_m\left(\tfrac12-\nu_m\right)|\langle m|\psi_i\rangle|^2 ,
\]
with \(m\) in the eigenbasis of \(n\). Hybridisation reduces the shift of an empty d level twice: its occupation is above zero and its d weight below one. The gap between the filled xy level and the lowest empty level grows from 0.19 to 3.92 eV, an increase of 3.73 eV instead of 4 eV.

## The effect on energy differences

The site has \(E_U=0.91\) eV. None of it comes from the filled xy orbital; it is the price of covalency in the formally empty ones. The total energy rises by more, 1.17 eV. The difference of about 0.26 eV is the rise in the uncorrected energy as the orbitals give up part of their mixing.

How the total energy \(E\) depends on \(U_{\rm eff}\) follows from stationarity: the change of the orbitals does not contribute to first order, so
\[
\frac{dE}{dU_{\rm eff}}=\tfrac12\sum_\sigma{\rm Tr}\left(n^\sigma-n^\sigma n^\sigma\right).
\]
Two surface structures with different covalency can therefore respond differently. Model the σ bond to a sixth ligand by raising the z² hopping from 1.7 to 2.2 eV, with all else fixed. The correction now raises the energy by 1.29 eV, so it disfavours the six-coordinate site by 0.13 eV relative to the uncorrected model, provided that the free ligand carries no correction. At 500 K, where \(k_BT=0.043\) eV, this changes a binding constant by a factor \(e^{0.129/0.0431}\approx20\) if the entropy is unchanged. The π coupling of the new ligand to xz and yz, left out here, would add to the bias. If it raises both hoppings by a factor \(\sqrt{4/3}\), as a fourth equal π neighbour would, the bias grows to 0.22 eV and the factor of 20 to about 170. The factor is therefore an illustration, not an estimate for a real ligand. The model does not say which of the two energies is nearer the truth.

## What the site model leaves out

**Coulomb feedback.** The correction pushes charge out of the d shell: the d count falls from 1.83 to 1.49. Suppose that the d levels respond by \(U\) times the change in count, with \(U=5\) eV. The count then settles at 1.66, and all d levels carry a common shift \(5(1.655-1.832)\approx-0.88\) eV. The gap changes little, from 3.92 to 3.81 eV, but the filled xy level drops from 1.84 to 1.05 eV above the ligand level. Positions relative to the ligand states are thus more sensitive to this feedback than splittings within the d shell. With the matching energy term \(\frac12U(N-N_0)^2\), where \(N_0\) is the uncorrected count of each structure, the bias against the sixth ligand stays at 0.13 eV for the σ bond alone. With the π coupling included it rises from 0.22 to 0.24 eV, and the factor from about 170 to about 270.

**Anisotropy.** The averaged interaction treats all d orbitals alike. With full Coulomb integrals for the same \(U\) and \(J\), and a ratio \(F^4/F^2=0.625\) of Slater integrals, the splitting that the correction adds between the occupied xy orbital and an empty orbital \(b\) depends on the pair. With the Coulomb and exchange integrals \(U_{xy,b}\) and \(J_{xy,b}\) of the pair, it is \(U_{xy,b}-J_{xy,b}\) for spin up and \(U_{xy,b}-J\) for spin down. The last \(J\) comes from the double counting, whose potential \(U(N-\frac12)-J(N_\sigma-\frac12)\) is larger by \(J\) for the empty spin. For an unhybridised shell it runs from 3.5 to 4.9 eV for spin up and from 3.4 to 5.1 eV for spin down. The mean for each spin is 4 eV. With full integrals an idempotent matrix no longer guarantees zero energy. For two parallel electrons in xy and \(b\), interaction minus double counting is \(U_{xy,b}-J_{xy,b}-U_{\rm eff}\), which runs from \(-0.5\) to \(+0.9\) eV.

**Hopping between metal sites.** Put one electron in a slab of 128 sites with one orbital each and a neighbour hopping \(\tau=0.2\) eV. Trap it on a surface site with \(z=4\) neighbours, and let it leak with a small amplitude \(a\) onto each. The hopping energy is \(-2z\tau a\). The central site has \(\nu=1-za^2\) and each neighbour \(\nu=a^2\), so to order \(a^2\)
\[
E\approx-2z\tau a+U_{\rm eff}za^2,\qquad a=\frac{\tau}{U_{\rm eff}},\qquad E\approx-\frac{z\tau^2}{U_{\rm eff}}=-0.04\ {\rm eV}.
\]
The self-consistent slab gives \(-0.041\) eV and \(\nu=0.989\), so the trapped state is nearly idempotent. The uncorrected band state gains 1.50 eV by hopping but pays 1.98 eV in \(E_U\), because every site is fractionally filled. Its total is \(+0.48\) eV. The trapping in this rigid slab comes from the correction alone: a single electron has nothing to repel it, and with hopping alone it spreads over the slab. That state was not relaxed under the correction, so its energy is an upper bound for a relaxed band state.

The slab also shows why \(U_{\rm eff}\) is not the distance from a defect level to the conduction band. Hopping lowers the band edge by 1.50 eV, and the distance is 2.5 eV instead of 4 eV. This is a spacing of levels in the potential of the trapped state, not the energy needed to free the electron. By the total energies above, that energy is at most \(0.476+0.041\approx0.52\) eV in this cell, because the potential changes when the electron leaves. The value depends on the size of the slab. It rises to 0.54 eV for eight layers of large area and falls to about 0.45 eV for 32 layers, where the level spacing is 2.4 eV.

## Beside real titania

The values of \(U_{\rm eff}\) and of the hoppings are round numbers chosen for their rough size. In reduced titania the occupied Ti 3d state lies, roughly, 1 eV below the conduction band. The site model's 3.9 eV is far from that, and the slab's 2.5 eV is still too large. Neither number is a prediction, since both depend on the chosen parameters; in the slab, hopping alone lowers the spacing by 1.5 eV. The remaining discrepancy is not resolved here. The slab has one orbital per site and a rigid lattice, and spin-orbit coupling and correlation beyond one determinant are absent throughout.

The vanishing of \(E_U\) also depends on how \(n\) is computed. If the projection captures only a fraction \(q<1\) of a full orbital, for instance because the orbital is cut off at a sphere, then \(\nu=q\) and a spurious \(\frac12U_{\rm eff}q(1-q)\) remains. Before two surface energies are compared, it is therefore worth inspecting the eigenvalues of \(n\) in the uncorrected ground states of both structures. For \(U_{\rm eff}>0\) the corrected ground-state energy \(E\) obeys
\[
E_0[P]\le E\le E_0[P]+E_U[P],
\]
where \(P\) is the uncorrected ground state; the upper bound holds because \(P\) is one of the states over which the corrected energy is minimised. If \(E_U[P]\) is small, so is the change of the energy. Intermediate eigenvalues mean that the difference can depend on \(U_{\rm eff}\). With these uncorrected eigenvalues, the derivative above gives the rate at \(U_{\rm eff}=0\). The eigenvalues of the corrected state alone are not enough: in the slab the state trapped on a surface site is nearly idempotent, yet its energy of \(-0.04\) eV lies far above the uncorrected ground-state energy of \(-1.50\) eV. Trapping on an interior site, which has eight neighbours, lowers the energy only to about \(-0.08\) eV.

## Computed results

```
U, J, U_eff: 5.0, 1.0, 4.0 eV
Random determinants, E_U by enumeration: 1.059243 eV
Random determinants, E_U by trace: 1.059243 eV
Two half-filled orbitals, E_U: 1.000 eV
Idempotent test, occupied shifts: [-1.438 -1.435 -1.042 -0.085] eV
Idempotent test, empty shifts: [0.206 1.091 1.746 0.957] eV
Idempotent test, sums: -4.000, 4.000 eV
Generic local space, E_U: 1.347 eV
d level above ligand level: 4.0 eV
Exchange splitting of d level: 0.6 eV
No hopping, full orbital shift: -2.000 eV
No hopping, empty orbital shift: 2.000 eV
Half of U_eff in hartree: 0.07350 Ha
Spin-up d orbitals: hopping (eV), n before, n after, level before, level after, shift (eV)
  xy: 0.5, 1.0000, 1.0000, 3.766, 1.836, -1.930
  xz: 1.0, 0.0601, 0.0293, 3.953, 5.757, 1.804
  yz: 1.2, 0.0805, 0.0413, 4.055, 5.784, 1.729
  z2: 1.7, 0.1318, 0.0771, 4.362, 5.883, 1.521
  x2-y2: 2.2, 0.1782, 0.1174, 4.724, 6.033, 1.308
d weight of filled xy level before, after: 0.9827, 0.9310
Site gap before, after: 0.187, 3.920 eV
Site E_U after self-consistency: 0.910 eV
Total energy change, five ligands: 1.165 eV
Total energy change, six ligands: 1.294 eV
Bias, six minus five: 0.129 eV
d electrons before, after: 1.832, 1.493
d electrons with Coulomb feedback: 1.655
Site gap with Coulomb feedback: 3.806 eV
Filled xy level with feedback: 1.054 eV
Slater integrals F2, F4: 8.615, 5.385 eV
Anisotropic splitting, spin up xz,yz,z2,x2-y2: [3.828 3.828 3.484 4.861] eV
Anisotropic splitting, spin down xy,xz,yz,z2,x2-y2: [5.143 3.6   3.6   3.37  4.288] eV
Slab: sites 128, surface neighbours 4, hopping 0.2 eV
Slab trapped electron: n 0.9889, energy -0.041 eV
Slab gap, trapped level to band: 2.497 eV
Slab band state: hopping energy -1.504, E_U 1.979, total 0.476 eV
Thermal energy at 500 K: 0.0431 eV
Boltzmann factor, site gap before: 1.32e-02
Boltzmann factor, slab gap after: 6.82e-26
```
